# Inverse spin Hall voltage of a precessing magnet beside a metal, part 2

A precessing magnet sends a spin current into a normal metal, where spin-orbit scattering turns it into a voltage. The injected spin current $j_0$ is still to be found.

The magnet fills $-d_F<z<0$ (conductivity $\sigma_F$), the metal $0<z<d$ (conductivity $\sigma_N$, spin-diffusion length $\lambda$, spin Hall angle $\theta$). The static field and mean magnetization point along $+x$; contacts lie at $y=0$ and $y=L$, with $V=\phi(L)-\phi(0)=-E_yL$. An electron carries $-e$, with $e>0$. The spin accumulation $\mu_s$ is an energy. The spin current $j_s$, in charge units, is $2e/\hbar$ times the flux $J$ of angular momentum. With $F_{\uparrow,\downarrow}$ the number fluxes of the two spin species,

$$j_s=e(F_\uparrow-F_\downarrow)=-\frac{\sigma_N}{2e}\,\partial_z\mu_s, \tag{1}$$

$$j_y=\sigma_N E_y+\theta j_s. \tag{2}$$

Spin decays in a time $\tau_{sf}$, with $\lambda^2=D\tau_{sf}$ and $D$ the diffusivity. The injected current obeys

$$j_0=\frac{Y\mu_s(0)}{e},\qquad Y=\frac{\sigma_N}{2\lambda}\tanh\frac d\lambda, \tag{4}$$

and produces the voltage

$$V=\frac{L\theta j_0\lambda\tanh(d/2\lambda)}{\sigma_Nd+\sigma_Fd_F}. \tag{6}$$

For a magnet at rest with magnetization direction $\mathbf m$, and an accumulation perpendicular to $\mathbf m$, the angular momentum entering the metal per area and time is

$$J=-\frac{g}{4\pi}\,\mu_s,\qquad g=\sum\left[1-\mathrm{Re}(r_+r_-^*)\right]. \tag{7}$$

Here $r_\pm$ are the reflection amplitudes for spins along $\pm\mathbf m$, summed over the channels of unit area. In a diffusive metal $g$ is an effective mixing conductance.

The example has rough typical values. Iridium: $d=5$ nm, 25 µΩ cm, $\lambda=1.2$ nm, $\theta=0.02$, $D=4\ \mathrm{cm^2/s}$, mean free path $\ell=1.33$ nm. Nickel: $d_F=10$ nm, 20 µΩ cm. The contacts are $L=3$ mm apart, and the sheet conductances are $\sigma_Nd=0.020$ S and $\sigma_Fd_F=0.050$ S. Part I took $j_0=267\ \mathrm{A/cm^2}$ as given and found a field of magnitude 0.889 mV/m and $V=2.67$ µV.

### A magnet in motion

When $\mathbf m$ moves, its direction turns with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$. Indeed $(\mathbf m\times\dot{\mathbf m})\times\mathbf m=\dot{\mathbf m}$, because $\mathbf m\cdot\dot{\mathbf m}=0$. In a frame turning at this rate the magnet is at rest and (7) applies.

Passing to that frame adds $-\boldsymbol\Omega\cdot\mathbf S$ to the energy, where $\mathbf S$ is the electron spin. A spin along $\boldsymbol\Omega$ has its energy lowered by $\hbar\Omega/2$, and an opposite spin has it raised by as much. Electrons that fill both species to one level in the laboratory therefore show a bias $-\hbar\boldsymbol\Omega$ in the turning frame. Inside the magnet the exchange splitting is far larger than $\hbar\Omega$, so a perpendicular term of this size does not shift the levels to first order.

The quantity that drives the current in (7) is thus $\boldsymbol\mu_s-\hbar\boldsymbol\Omega$:

$$\mathbf J=\frac g{4\pi}\left(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_s\right),\qquad \boldsymbol\mu_s\perp\mathbf m. \tag{8}$$

The first term is spin pumping, the second is backflow. They cancel when the metal has reached equilibrium with the turning magnet.

Equation (8) can be tested without a turning frame. Take one channel with $r_\pm=e^{i\varphi_\pm}$, a magnet rotating about $x$ at frequency $\omega$ with cone angle $\beta$, and a static accumulation $\mu_s$ along $x$. A reflected electron may gain or lose $\hbar\omega$. Summing the spin carried by all outgoing energies should give

$$J_x=\frac{1}{4\pi}\left[1-\cos(\varphi_+-\varphi_-)\right](\hbar\omega-\mu_s)\sin^2\beta ,$$

since the transverse part of $\mu_s\hat x$, projected back on $x$, is $\mu_s\sin^2\beta$. The cases $\beta=0.4,\,1.1,\,0.8$ rad, with phase differences of magnitude 1.6, 2.7, 0.8 and $\mu_s/\hbar\omega=0,\,0.6,\,1.7$, all agreed to within $10^{-12}$ in units of $\hbar\omega/4\pi$.

### Which backflow acts on the mean current?

The test shows that, for a channel that reflects completely, a static accumulation returns with weight $\sin^2\beta$, whereas an accumulation perpendicular to $\mathbf m$ returns with full weight. The spin lifetime decides which applies.

If $\omega\tau_{sf}\ll1$, the accumulation adjusts at each instant to the direction in which it is pumped. That direction, $\mathbf m\times\dot{\mathbf m}$, is perpendicular to $\mathbf m$, so (8) holds as it stands. Let $\Omega$ from here on be the time average of the $x$ component of $\mathbf m\times\dot{\mathbf m}$, and define $G=e^2g/h$. Multiplying (8) by $2e/\hbar$ and averaging,

$$j_0=\frac Ge\left[\hbar\Omega-\mu_s(0)\right],$$

because $(2e/\hbar)(g/4\pi)=eg/h=G/e$. Substituting $\mu_s(0)=ej_0/Y$ gives $j_0(1+G/Y)=G\hbar\Omega/e$, hence

$$j_0=\frac{\hbar\Omega}{e}\,\frac{GY}{G+Y}. \tag{9}$$

Interface and metal act as two conductances in series, driven by the voltage $\hbar\Omega/e$. Backflow reduces the pumped current by the factor $Y/(G+Y)$.

In iridium $\tau_{sf}=\lambda^2/D=3.6$ fs, and at 9.5 GHz $\omega\tau_{sf}=2.1\times10^{-4}$. Solving the diffusion equation with its time dependence, for circular precession at a cone angle of 1 degree and no spin flow along $\mathbf m$ into the magnet, changed $j_0$ by a fraction $4\times10^{-9}$.

In the same model the formal limit of large $\omega\tau_{sf}$ behaves differently. At $\omega\tau_{sf}=10^6$ the current was 1.464 times (9). The rotating part of the accumulation has then died out, and the static part returns with the small weight $\sin^2\beta$. Backflow nearly disappears, and the expected ratio is $(G+Y)/Y=1.465$. For a magnet that absorbs no spin along $\mathbf m$, the backflow factor $Y/(G+Y)$ in (9) therefore relies on fast spin relaxation. A metallic magnet such as nickel also drains the static part. With a conductance $G_\parallel$ for spin along $\mathbf m$, the same balance at small $\beta$ gives the ratio $(G+Y)/(G_\parallel+Y)$, which is 1 for $G_\parallel=G$. For $\omega\tau_{sf}\ll1$ the accumulation is perpendicular to $\mathbf m$, and (9) holds in either case.

### The drive is an area

The mean drive over one period $T=2\pi/\omega$ is

$$\Omega=\frac1T\oint(m_y\,dm_z-m_z\,dm_y)=\frac{2A}{T}=\frac{\omega A}{\pi},$$

where $A$ is the area traced by $\mathbf m$ in the $yz$ plane. A circular cone of angle $\beta$ gives $\omega\sin^2\beta$, and an ellipse with semi-axes $a$ and $b$ gives $\omega ab$.

A thin film precesses on a flattened ellipse, because tilting $\mathbf m$ out of the plane creates a demagnetizing field. For the magnetization $M$ the effective field is $(B,\,0,\,-\mu_0Mm_z)$. With $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\mathrm{eff}}$, $\gamma>0$ and $m_x\approx1$,

$$\dot m_y=-\gamma(B+\mu_0M)\,m_z,\qquad \dot m_z=\gamma B\,m_y.$$

Inserting $m_y=a\cos\omega t$ and $m_z=b\sin\omega t$ gives $\omega a=\gamma(B+\mu_0M)b$ and $\omega b=\gamma Ba$. The product and the ratio of these equations are

$$\omega=\gamma\sqrt{B(B+\mu_0M)},\qquad \frac ba=\sqrt{\frac{B}{B+\mu_0M}}. \tag{10}$$

The motion runs from $y$ towards $z$, so $\Omega>0$: the spin entering the metal points along the field. Reversing the field reverses this spin and hence $V$.

### The full result

Inserting (9) into the voltage formula,

$$\boxed{V=L\theta\,\frac{\hbar\Omega}{e}\,\frac{GY}{G+Y}\,\frac{\lambda\tanh(d/2\lambda)}{\sigma_Nd+\sigma_Fd_F}} \tag{11}$$

For the example, the remaining rough values are $g=20\ \mathrm{nm^{-2}}$, $\mu_0M=0.6$ T and a g-factor of 2.2 for nickel. The in-plane amplitude is chosen as 1 degree, $a=0.01745$.

Equation (10) gives a resonance field of 0.130 T and $b/a=0.422$. Since $\hbar\omega/e=39.3$ µV,

$$\frac{\hbar\Omega}{e}=39.29\ \text{µV}\times(0.017453)^2\times0.4224=5.06\ \mathrm{nV}.$$

A circular cone of the same in-plane amplitude would have given more than twice this drive. Integrating the undamped equation of motion over one period gave 1.00002 times $\omega ab$.

The two conductances are $G=7.75\times10^{14}$ and $Y=1.67\times10^{15}\ \mathrm{S/m^2}$, so $Y/(G+Y)=0.683$. Then

$$j_0=(5.056\times10^{-9})\times(7.748\times10^{14})\times0.6825\ \mathrm{A/m^2}=267\ \mathrm{A/cm^2},$$

the value used in Part I, which led to $V=2.67$ µV. A numerical solution of the diffusion equation with the interface law as its boundary condition reproduced $j_0$ and $V$ to within $10^{-4}$ at iridium thicknesses of 0.5, 2, 5 and 12 nm.

### Thickness of the metal

For small $d$, $Y\approx\sigma_Nd/2\lambda^2$. Once $Y\ll G$, the series conductance is $Y$ itself, and $\lambda\tanh(d/2\lambda)\approx d/2$. If also $\sigma_Nd\ll\sigma_Fd_F$,

$$V\to L\theta\,\frac{\hbar\Omega}{e}\,\frac{\sigma_Nd^2}{4\lambda^2\sigma_Fd_F}.$$

The mixing conductance has dropped out: backflow nearly balances pumping, and the current is set by the rate at which the metal loses spin. On an insulating magnet the denominator is $\sigma_Nd$, and the growth is linear in $d$. For $d\gg\lambda$, $j_0$ saturates, and the voltage falls as $1/(\sigma_Nd+\sigma_Fd_F)$.

With all other parameters held fixed, (11) gives

| $d$ (nm) | 0.5 | 1 | 2 | 3 | 5 | 10 | 20 |
|---|---|---|---|---|---|---|---|
| $V$ (µV) | 0.51 | 1.22 | 2.21 | 2.62 | 2.67 | 2.14 | 1.48 |

From 0.5 to 1 nm the voltage grows by a factor of 2.4 and not 4, mainly because $Y$ at 0.5 nm is already comparable with $G$. The bending of the two hyperbolic tangents and the growing sheet conductance account for the rest.

To locate the maximum, set

$$x=\frac d\lambda,\qquad \eta=\frac{\sigma_N}{2\lambda G},\qquad s=\frac{\sigma_Fd_F}{\sigma_N\lambda}.$$

Then $Y=G\eta\tanh x$, and apart from constant factors

$$V\propto\frac{\tanh x}{1+\eta\tanh x}\,\frac{\tanh(x/2)}{x+s}.$$

The logarithmic derivative of the first fraction is

$$\frac{1}{\cosh^2x}\left[\frac1{\tanh x}-\frac{\eta}{1+\eta\tanh x}\right]=\frac{1}{\sinh x\cosh x\,(1+\eta\tanh x)}.$$

That of $\tanh(x/2)$ is $1/\sinh x$, and that of $1/(x+s)$ is $-1/(x+s)$. The maximum therefore obeys

$$(x+s)\left[\frac{1}{\sinh x\cosh x(1+\eta\tanh x)}+\frac1{\sinh x}\right]=1. \tag{12}$$

The left side decreases steadily, since $x/\sinh x$, $1/\sinh x$ and $1/[\cosh x(1+\eta\tanh x)]$ all do. As $x\to0$ it tends to 2 for $s=0$ and to infinity for $s>0$; at large $x$ it vanishes. There is one maximum.

Here $\eta=2.15$ and $s=10.4$, and (12) gives $d=4.0$ nm with $V=2.71$ µV. Direct maximization of the numerically solved voltage gave the same thickness. When $e^x\gg1$, the first term in (12) is negligible and $\sinh x\approx e^x/2$, which leaves

$$x\approx\ln[2(x+s)].$$

Its solution $x=3.31$ also gives 4.0 nm. For a strong shunt, $s\gg1$, the best thickness is thus a few $\lambda$ and depends only logarithmically on $s$.

### What the model leaves out

The field $E_y$ drives a small spin current of its own, $-\theta\sigma_NE_y$ along $z$. The sign is opposite to that in (2), so that the two Hall terms together produce no heat. As $E_y$ is itself proportional to $\theta$, the relative change of $V$ is of order $\theta^2$. Solving the coupled equations, with $j_s$ in (2) kept as the diffusive part (1) of the spin current, gave $-4.5\times10^{-5}$.

Rough surfaces raise the resistivity of thin iridium. An electron leaving a diffuse surface at cosine $\xi$ lacks its drift over a depth $\ell\xi$. The lost fraction of the current per surface is

$$\frac{3\ell}{4d}\int_0^1(1-\xi^2)\,\xi\,d\xi=\frac{3\ell}{16d}.$$

Two surfaces give $3\ell/8d$, or 10% at 5 nm, to leading order in $\ell/d$. The table above keeps the resistivity fixed, so its thin end is the least reliable.

Nickel also rectifies. Its resistivity depends on the direction of $\mathbf m$ through a term $\Delta\rho\,\mathbf m(\mathbf m\cdot\mathbf j)$ in the electric field. A microwave current of amplitude $j_{\mathrm{rf}}$ along $x$, in phase with $m_y$, gives the mean field $\Delta\rho\,a\,j_{\mathrm{rf}}/2$ along $y$ in nickel, which iridium shunts by the factor $0.050/0.070$. With $\Delta\rho$ roughly 2% of the resistivity, this equals the spin-pumping field when

$$j_{\mathrm{rf}}=\frac{2\times(8.89\times10^{-4})\times0.070}{0.050\times(4\times10^{-9})\times0.01745}\ \mathrm{A/m^2}=3.6\ \mathrm{kA/cm^2}.$$

### Beside a real bilayer

Voltages of microvolts on millimetre strips are of the order met in metallic spin-pumping devices. A spin-diffusion length near 1 nm and a spin Hall angle of the order of 0.01 are plausible for iridium films, but both vary with growth and with the method of extraction. The amplitude enters as its square, $V\propto a^2$: half a degree in place of one degree leaves 0.67 µV.

One assumption open to doubt is that all the injected spin reaches the iridium. If a fraction $p$ of $j_0$ is lost at the interface, then at fixed $j_0$ the voltage is multiplied by $1-p$; a loss of one half would leave 1.3 µV. The spin Hall effect of nickel itself, rectification by its anomalous Hall effect (a microwave current along $x$ acting with the oscillating $m_z$) and thermal voltages are also absent from (11), and their size has not been estimated here. A spin Hall angle obtained from (11) is therefore conditional on separate knowledge of the precession amplitude and ellipticity, the spin-diffusion length, the mixing conductance, the sheet conductances and the interface loss, and on the other voltages being small or subtracted. If $\lambda$ were 0.6 nm instead of 1.2 nm, for example, the same 2.67 µV would give $\theta=0.033$ instead of 0.020. The full numerical output follows.

## Computed results

```
Ir thickness: 5 nm
Ni thickness: 10 nm
contact distance: 3 mm
Ir resistivity (rough): 25 uOhm cm
Ni resistivity (rough): 20 uOhm cm
Ir spin-diffusion length (rough): 1.2 nm
Ir spin Hall angle (rough): 0.02
mixing conductance g (rough): 20 1/nm^2
drive frequency: 9.5 GHz
in-plane amplitude: 1 degree
Ni mu0*M (rough): 0.6 T
Ni g-factor (rough): 2.2
resonance field: 0.1303 T
ellipticity b/a: 0.4224
hbar*omega/e: 39.29 uV
dc drive hbar*Omega/e: 5.056 nV
orbit-integrated Omega / formula: 1.000019
G: 7.748e+14 S/m^2
Y: 1.666e+15 S/m^2
backflow factor Y/(G+Y): 0.6825
injected spin current j_s(0): 267.4 A/cm^2
tanh(d/2lam): 0.9695
spin Hall sheet current: 0.06221 mA/m
Ir sheet conductance: 0.02 S
Ni sheet conductance: 0.05 S
return current share in Ni: 0.7143
field magnitude |E_y|: 0.8887 mV/m
VOLTAGE V: 2.666 uV
V with insulating magnet, same g: 9.332 uV
2D potential slope*L / V: 1.00055
finite-volume V / formula: 1.000000
V at Ir thickness 0.5 nm: 0.5111 uV
V at Ir thickness 1 nm: 1.224 uV
V at Ir thickness 2 nm: 2.213 uV
V at Ir thickness 3 nm: 2.623 uV
V at Ir thickness 10 nm: 2.138 uV
V at Ir thickness 20 nm: 1.481 uV
optimum Ir thickness, condition: 4.006 nm
optimum Ir thickness, search: 4.006 nm
V at optimum: 2.714 uV
eta: 2.151
shunt parameter s: 10.42
Ir diffusivity (rough): 4 cm^2/s
Ir Fermi velocity (rough): 9e+07 cm/s
spin-flip time: 3.6 fs
omega*tau_sf: 0.0002149
finite-frequency change of dc injection: 4.406e-09
dc injection ratio at omega*tau=1e6: 1.464
field precession angle per tau_sf: 8.252e-05 rad
reciprocal spin Hall change of V: -4.5e-05
Ir mean free path: 1.333 nm
Boltzmann/diffusion integrated current: 1.048
surface-scattering estimate 3l/(8d): 0.1
Ni magnetoresistance ratio (rough): 0.02
rf current density for equal signal: 3564 A/cm^2
```
